\section*{Oxygen pressure, chemical potential and neutral vacancy abundance in an oxide}

\section*{Question}

I am calculating oxygen vacancies in an oxide film annealed at 1000 K. My exercise says that reducing the oxygen pressure by a factor of a million lowers the atomic oxygen chemical potential by about 0.60 eV and changes the abundance of neutral vacancies a thousandfold.

I used $k_BT\ln(p_2/p_1)$ and got $-1.19$ eV. Putting that into a Boltzmann factor gives a factor of a million, not a thousand. Where does the missing half come from, and do the vacancies become more or less common? I would also like to know whether the factor of a thousand holds for all the vacancies in the film, since many of mine are charged.

\section*{Answer}

Your $-1.19$ eV is the change per O$_2$ molecule. A vacancy releases one atom, so it feels half of that. The neutral vacancies become more common, by a factor of $\sqrt{10^6}=1000$. Charged vacancies can follow a different law, derived below.

Throughout, $p$ is the partial pressure of O$_2$, which is treated as an ideal gas in equilibrium with the solid. The temperature and the solid's own free energies are held fixed while $p$ changes, as when oxygen is diluted in an inert gas at constant total pressure.

\subsection*{Where the half comes from}

Let $\mu_{\rm O}$ be the free energy needed to supply one oxygen atom from the reservoir. If one molecule leaves the gas and its two atoms enter the solid, the total free energy changes by $2\mu_{\rm O}-\mu_{{\rm O}_2}$. At equilibrium this first-order change vanishes, so
\begin{equation}
\mu_{\rm O}=\tfrac12\mu_{{\rm O}_2}.
\label{half}
\end{equation}
This does not require free oxygen atoms in the gas.

Next we need the pressure dependence of $\mu_{{\rm O}_2}$. A molecule of mass $m$ in a cubic box of side $L$ has energies $h^2n^2/(8mL^2)$ for each direction, with $n=1,2,\dots$. With $a=h^2/(8mL^2k_BT)\ll1$, the sum over levels becomes a Gaussian integral:
\begin{equation}
\sum_{n=1}^{\infty}e^{-an^2}\simeq\int_0^\infty e^{-an^2}\,dn
=\frac12\sqrt{\frac{\pi}{a}}=\frac{L}{\lambda},
\qquad
\lambda=\frac{h}{\sqrt{2\pi mk_BT}}.
\end{equation}
Three directions give $V/\lambda^3$. Rotation, vibration and electronic states contribute a factor $q_{\rm int}(T)$, so the partition function of one molecule is $z=Vq_{\rm int}/\lambda^3$.

For $N$ identical molecules $Z_N=z^N/N!$ and $F_N=-k_BT\ln Z_N$. The chemical potential is the cost of the last molecule at fixed $T$ and $V$:
\begin{align}
\mu_{{\rm O}_2}&=F_N-F_{N-1}
=-k_BT\ln\frac{z^N\,(N-1)!}{z^{N-1}\,N!}
=-k_BT\ln\frac{z}{N}\nonumber\\
&=k_BT\ln\frac{p\lambda^3}{k_BT}-k_BT\ln q_{\rm int}(T).
\label{gas}
\end{align}
The last line uses $V/N=k_BT/p$. At fixed temperature $\lambda$ and $q_{\rm int}$ are the same at both pressures and cancel in the difference. With Eq.~(\ref{half}),
\begin{equation}
\Delta\mu_{\rm O}=\mu_{\rm O}(p_2)-\mu_{\rm O}(p_1)
=\frac12k_BT\ln\frac{p_2}{p_1}.
\label{shift}
\end{equation}
For $p_1=1$ bar, $p_2=10^{-6}$ bar and $k_BT=0.086173$ eV,
\begin{equation}
\Delta\mu_{\rm O}=\tfrac12(0.086173\ {\rm eV})(-13.8155)
=-0.595\ {\rm eV}=-0.0219\ \text{hartree}.
\end{equation}
Each decade of pressure is worth $0.0992$ eV per atom at this temperature.

\subsection*{From chemical potential to vacancy fraction}

Consider one oxygen site that does not interact with other vacancies. Let $G_{\rm bulk}$ and $G_{\rm vac}$ be the free energies of the crystal with this site filled and empty. They include vibrations but not the entropy of choosing which site is empty. A filled site has taken one atom from the reservoir, so the two statistical weights are
\begin{equation}
W_{\rm filled}=e^{-(G_{\rm bulk}-\mu_{\rm O})/k_BT},\qquad
W_{\rm empty}=e^{-G_{\rm vac}/k_BT}.
\end{equation}
The fraction of empty sites is therefore
\begin{equation}
x=\frac{W_{\rm empty}}{W_{\rm empty}+W_{\rm filled}}
=\frac{1}{1+e^{G_f/k_BT}},\qquad
G_f=G_{\rm vac}-G_{\rm bulk}+\mu_{\rm O}.
\label{fraction}
\end{equation}
The sign of $\mu_{\rm O}$ in $G_f$ is positive because the removed atom is delivered to the reservoir. When $\mu_{\rm O}$ falls, delivery becomes cheaper and vacancies become more common. A neutral vacancy exchanges no electrons with the crystal, so the Fermi level does not appear.

For $x\ll1$ the exponential in the denominator dominates and $x\simeq e^{-G_f/k_BT}$. Since $\Delta G_f=\Delta\mu_{\rm O}$,
\begin{equation}
\frac{x_2}{x_1}=e^{-\Delta\mu_{\rm O}/k_BT}
=\exp\left[-\frac12\ln\frac{p_2}{p_1}\right]
=\left(\frac{p_1}{p_2}\right)^{1/2}=1000.
\label{ratio}
\end{equation}
Using the molecular shift in this Boltzmann factor would count two released atoms for one vacancy, which is how you obtained a million.

The temperature has cancelled from the ratio but not from the energy. At 1500 K the same pressure change gives $\Delta\mu_{\rm O}=-0.893$ eV, while the dilute ratio is still 1000.

\subsection*{A numerical example}

Take a model oxide with $G_f=2.50$ eV at 1 bar and $5\times10^{22}$ oxygen sites per cm$^3$. At $10^{-6}$ bar, $G_f=2.500-0.595=1.905$ eV. The site fractions are
\begin{align}
x_1&=e^{-2.50000/0.086173}=2.515\times10^{-13},\\
x_2&=e^{-1.90474/0.086173}=2.515\times10^{-10}.
\end{align}
Multiplying by the site density gives $1.26\times10^{10}$ and $1.26\times10^{13}$ vacancies per cm$^3$. Both fractions are far below one, so the dilute formula is justified.

\subsection*{The same law by counting, without a chemical potential}

Put a crystal with $M$ oxygen sites in a closed box with $N$ molecules. Vacancies now appear in pairs, because every two released atoms make one molecule. Let $D$ be the free energy to remove one atom, apart from the gas translation. In this section $z=V/\lambda^3$ contains only that translation, and the constant from $q_{\rm int}$ is absorbed into $D$. The weight of a state with $n=2k$ vacancies is
\begin{equation}
W_k=\binom{M}{2k}e^{-2kD/k_BT}\frac{z^{N+k}}{(N+k)!}.
\end{equation}
For $n^2\ll M$ and $k^2\ll N$, which hold in the example below, $\binom{M}{n}\simeq M^n/n!$ and $(N+k)!\simeq N!\,N^k$. Up to a common factor,
\begin{equation}
W_k\propto\frac{A^{2k}}{(2k)!},\qquad
A=Me^{-D/k_BT}\sqrt{\frac{z}{N}}.
\end{equation}
The sum over even numbers is $\sum_kA^{2k}/(2k)!=\cosh A$. Applying $A\,d/dA$ to its logarithm brings down the vacancy number, so
\begin{equation}
\langle n\rangle=A\frac{d}{dA}\ln\cosh A=A\tanh A\simeq A
\quad\text{for }A\gg1.
\end{equation}
Because $z/N\propto1/p$ at fixed $T$, this gives $\langle n\rangle/M\propto p^{-1/2}$. The square root comes from the pairing of atoms in the gas.

I evaluated the unapproximated weights for $M=N=10^{14}$, taking $z/N$ from an explicit sum over the levels of a box holding 1000 molecules. The vacancy fractions are $2.5147\times10^{-13}$ and $2.5151\times10^{-10}$, with a ratio of 1000.14. The small excess arises because the formula replaces the level sum by an integral. For $a\ll1$, the sum of $e^{-an^2}$ over all integers, positive, negative and zero, equals the full Gaussian integral $2L/\lambda$ up to exponentially small terms. Removing the $n=0$ term, which is 1, and halving the rest leaves $L/\lambda-\frac12$ for the sum over positive $n$. With three directions and a square root, $\sqrt{z/N}$ is reduced by the relative amount $3\lambda/(4L)$ to first order in $\lambda/L$. At 1 bar the box is 100 times shorter than at $10^{-6}$ bar, and its vacancy fraction is reduced more. This is an effect of the small box used for the sum, not a correction for a macroscopic gas.

\subsection*{When vacancies are not dilute}

Write $R=(p_1/p_2)^{1/2}$. Equation~(\ref{fraction}) gives $x/(1-x)=e^{-G_f/k_BT}$, so it is this quantity that grows by $R$:
\begin{equation}
\frac{x_2}{1-x_2}=R\,\frac{x_1}{1-x_1}.
\end{equation}
Solving for $x_2$ and dividing by $x_1$,
\begin{equation}
x_2=\frac{Rx_1}{1-x_1+Rx_1}
\quad\Longrightarrow\quad
\frac{x_2}{x_1}=\frac{R}{1+(R-1)x_1}.
\end{equation}
The thousandfold law needs $(R-1)x_1\ll1$. It is not enough that the initial fraction is small.

For $G_f=0.30$ eV at 1 bar, $x_1=0.02985$ and $x_2=0.96852$. The ratio is only 32.4, although $\Delta\mu_{\rm O}$ is unchanged. This case shows the saturation of independent sites. It does not describe a stable oxide: with so many sites empty, vacancy interactions and a change of phase cannot be ignored.

\subsection*{What happens to your charged vacancies}

Let $x_0$ and $x_{2+}$ be the site fractions of neutral and doubly charged vacancies, both dilute. Singly charged vacancies are neglected in this model. Measure the Fermi level $E_F$ from the conduction-band edge, so that $E_F<0$ in the gap. Let $I$ be the free energy to move two electrons from a neutral vacancy to that edge, with state degeneracies included. Taking them on to the Fermi level adds $2E_F$, hence
\begin{equation}
x_{2+}=x_0e^{-(I+2E_F)/k_BT},\qquad
n_e=N_ce^{E_F/k_BT}.
\end{equation}
Here $n_e$ is the number of conduction electrons per oxygen site and $N_c$ is the effective number of band states per site. Multiplying $x_{2+}$ by $n_e^2$ removes the Fermi level:
\begin{equation}
x_{2+}n_e^2=x_0N_c^2e^{-I/k_BT}.
\label{massaction}
\end{equation}
If these vacancies are the main positive charge and electrons are the main negative charge, neutrality requires $n_e=2x_{2+}$. Then
\begin{equation}
4x_{2+}^3=x_0N_c^2e^{-I/k_BT}
\quad\Longrightarrow\quad
x_{2+}\propto x_0^{1/3}\propto p^{-1/6}.
\end{equation}
A millionfold reduction in pressure raises $x_{2+}$ tenfold. The extra electrons raise the Fermi level and make further charged vacancies more costly.

This result assumes local charge neutrality, which requires a film much thicker than its electrostatic screening length. In a thinner film, such as a gate oxide of a few nanometres, the adjoining layers can hold $E_F$ nearly fixed relative to the band edge. If the charged vacancies also remain dilute, and their own charge changes the electron energies inside the film by much less than $k_BT/2$, then $x_{2+}\propto x_0$ and they too grow by nearly a thousand. A larger vacancy charge bends the bands and reduces this growth. The condition is restrictive, because $x_{2+}$ rises steeply as $E_F$ moves down into the gap, and in a wide-gap gate oxide on silicon $E_F$ lies more than 1 eV below the oxide's conduction-band edge. Numbers follow below.

For a numerical case I used the same $x_0$ as above, a 4.0 eV gap, $0.01$ band states per oxygen site at each edge, and $I=0.40$ eV. These are held fixed, and holes are included in the neutrality condition. The charged fraction rises from $3.93\times10^{-7}$ to $3.93\times10^{-6}$, while $E_F$ rises from $-0.814$ to $-0.616$ eV. The total vacancy fraction grows by 10.0, even though its small neutral part grows by 1000. Adding singly charged vacancies with a twofold spin degeneracy changes this total to 10.1 if the first electron costs half of $I$, and to about 11 if it costs nothing.

For a relative permittivity of 20, the screening length in this case is about 28 nm at 1 bar and 9 nm at $10^{-6}$ bar. Now fix $E_F$ at both faces of a film and solve Poisson's equation with the same parameters, allowing for site saturation. With $E_F=-0.7$ eV at the faces, the film-averaged charged fraction grows by about 960 at 3 nm, 64 at 100 nm and 12 at 1 $\mu$m. In the 3 nm film the factor falls to about 740 for $E_F=-0.8$ eV, 120 for $-1.0$ eV and 2.4 for $-1.5$ eV, where the vacancies near the faces are no longer dilute. Neither 10 nor 1000 can be assumed for a thin film without such a check.

Another compensation gives another total. If a fixed site fraction $c_A$ of singly charged acceptors balances the vacancies, with electrons and holes negligible, neutrality gives $x_{2+}=c_A/2$. The charged fraction then does not change with pressure, while $x_0$ still grows a thousandfold. Electrons are negligible only if $c_A$ far exceeds the electron fraction of the acceptor-free crystal, about $8\times10^{-6}$ at the lower pressure in the case above. There $x_{2+}$ changes by 2\% for $c_A=10^{-4}$ but by a factor of 1.5 for $c_A=10^{-5}$. So the word ``neutral'' in your exercise is essential.

\subsection*{Using this with first-principles energies and real films}

In a supercell calculation, $G_{\rm vac}-G_{\rm bulk}$ comes from the defective and perfect cells, and the pressure enters through $\mu_{\rm O}$. An error $\delta$ in the reference value of $\mu_{\rm O}$ shifts $G_f$ equally at both pressures. For dilute neutral vacancies it cancels from the ratio but multiplies each absolute fraction by $e^{-\delta/k_BT}$. At 1000 K, an error of $0.099$ eV per atom has the same effect as a tenfold error in pressure. The vacancy ratio is therefore more secure than either concentration.

For chip materials, 1000 K is a plausible annealing temperature, and $10^{-6}$ bar corresponds to one part per million of O$_2$ in inert gas at 1 bar. The model's 2.50 eV is an illustrative free energy at 1000 K and 1 bar, not a value for a particular oxide. A larger $G_f$ makes the absolute neutral fractions smaller but leaves their dilute ratio unchanged. When you take a formation energy from a calculation, check which oxygen reference it uses before comparing it with this $G_f$. Real films often break the assumption of equilibrium with the gas. If a neighbouring silicon or metal layer fixes the local $\mu_{\rm O}$ instead, changing the gas pressure leaves the equilibrium neutral fraction there unchanged: the factor is 1, not 1000. A short anneal may also end before oxygen has been exchanged through the film. Finally, the oxide must remain stable at the lower $\mu_{\rm O}$; if it decomposes, the comparison of vacancies in one fixed phase no longer applies.

For your exercise, then, use Eq.~(\ref{shift}) for the energy and Eq.~(\ref{ratio}) for the neutral vacancies. For the total in your film, you must first establish what compensates the charged ones and whether the adjoining layers fix the Fermi level. Only then can you tell whether the total grows by a factor near 1000, 10, 1 or something in between.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 1000 K
Initial O2 partial pressure: 1e+00 bar
Final O2 partial pressure: 1e-06 bar
Model molecular mass: 32 u
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.086173 eV
ln(final/initial pressure): -13.81551
O2 chemical-potential shift: -1.19053 eV
O chemical-potential shift, formula: -0.59526 eV
O chemical-potential shift, level sum: -0.59528 eV
O chemical-potential shift: -0.021876 hartree
Magnitude of O shift per decade: 0.09921 eV
Vacancy factor per pressure decade: 3.1623
Formation free energy, initial: 2.50000 eV
Formation free energy, final: 1.90474 eV
Neutral site fraction, initial: 2.5151e-13
Neutral site fraction, final: 2.5151e-10
Counted site fraction, initial: 2.5147e-13
Counted site fraction, final: 2.5151e-10
Neutral vacancy ratio, dilute law: 1000.00
Neutral vacancy ratio, counting: 1000.14
Oxygen site density: 5.00e+22 cm^-3
Vacancy density, initial: 1.2575e+10 cm^-3
Vacancy density, final: 1.2575e+13 cm^-3
Hotter case temperature: 1500 K
Hotter case O shift: -0.89290 eV
Hotter case vacancy ratio, counting: 1000.10
Cheap vacancy initial free energy: 0.30 eV
Cheap vacancy final free energy: -0.29526 eV
Cheap vacancy initial fraction: 0.02985
Cheap vacancy final fraction: 0.96852
Cheap vacancy ratio, counting: 32.45
Charged model band gap: 4.00 eV
Band states per oxygen site, each edge: 0.010
Double-ionization cost: 0.40 eV
Fermi level from band edge, initial: -0.81448 eV
Fermi level from band edge, final: -0.61605 eV
Charged site fraction, initial: 3.9282e-07
Charged site fraction, final: 3.9282e-06
Charged vacancy ratio: 10.0000
Total vacancy ratio, charged model: 10.0006
\end{verbatim}
